# The Yeh-Berkowitz slab correction from the Ewald shape term: a program that tests the result

```python
"""Slab correction to the three-dimensional Ewald energy.

Result under test, for a neutral slab in a cell a x a x L, V = a*a*L:
    E_2D = E_tf + 2 pi Mz^2 / V - E_lc      (times e^2/(4 pi eps0))
E_2D : energy per cell of one slab periodic in x and y only
E_tf : Ewald energy with tin-foil boundary (k = 0 term left out)
Mz   : z component of the cell dipole, sum of q*z
E_lc : coupling between the slab and its images along z, exponentially small
The Yeh-Berkowitz (YB) energy is E_tf + 2 pi Mz^2 / V.
Shape term for a block-shaped crystal: (2 pi / V) sum_a N_a M_a^2, where N_a
is the fraction of the full solid angle covered by the two faces normal to a.
Lengths in angstrom, charges in e, energies in eV.
"""
import numpy as np
from scipy.special import erfc
from scipy.constants import e, epsilon_0, pi

COULOMB = e / (4 * pi * epsilon_0) * 1e10      # eV angstrom
a = 5.0
charges = np.array([-1.0, 1.0, -1.0, 1.0])
positions = np.array([[0.0, 0.0, 0.0], [2.5, 2.0, 1.5],
                      [0.5, 1.0, 2.5], [3.0, 2.5, 4.0]])
thickness = np.ptp(positions[:, 2])
dipole = charges @ positions


def ewald_tinfoil(pos, L, alpha=0.6):
    """Ewald energy without the k = 0 term."""
    box = np.array([a, a, L])
    reach = 6.2
    nmax = np.ceil((reach / alpha + np.ptp(pos, axis=0)) / box).astype(int)
    grids = np.meshgrid(*[np.arange(-n, n + 1) for n in nmax], indexing="ij")
    shifts = np.stack([g.ravel() for g in grids], axis=1) * box
    real = 0.0
    for i in range(len(charges)):
        for j in range(len(charges)):
            r = np.linalg.norm(pos[i] - pos[j] + shifts, axis=1)
            r = r[r > 1e-9]
            real += 0.5 * charges[i] * charges[j] * np.sum(erfc(alpha * r) / r)
    kmax = np.ceil(2 * alpha * reach * box / (2 * pi)).astype(int)
    grids = np.meshgrid(*[np.arange(-n, n + 1) for n in kmax], indexing="ij")
    k = np.stack([g.ravel() for g in grids], axis=1) * 2 * pi / box
    k2 = np.sum(k * k, axis=1)
    k, k2 = k[k2 > 1e-12], k2[k2 > 1e-12]
    structure = np.exp(1j * k @ pos.T) @ charges
    recip = 2 * pi / (a * a * L) * np.sum(
        np.exp(-k2 / (4 * alpha**2)) / k2 * np.abs(structure)**2)
    self_energy = alpha / np.sqrt(pi) * np.sum(charges**2)
    return COULOMB * (real + recip - self_energy)


def direct_block(pos, L, counts):
    """Plain Coulomb energy of the central cell in a block of cells."""
    nx, ny, nz = [np.arange(c) - c // 2 for c in counts]
    centre = tuple(c // 2 for c in counts)
    per_cell = np.zeros(counts)
    for i in range(len(charges)):
        for j in range(len(charges)):
            d = pos[i] - pos[j]
            r2 = ((d[0] + a * nx)[:, None, None]**2
                  + (d[1] + a * ny)[None, :, None]**2
                  + (d[2] + L * nz)[None, None, :]**2)
            if i == j:
                r2[centre] = np.inf
            per_cell += 0.5 * charges[i] * charges[j] / np.sqrt(r2)
    return COULOMB * per_cell.sum()


def extrapolate(sizes, energies, powers):
    """Infinite-size limit of E0 + sum_p c_p / size^p."""
    s = np.array(sizes, float) / min(sizes)
    matrix = np.stack([s**(-p) for p in (0,) + powers], axis=1)
    return np.linalg.solve(matrix, np.array(energies))[0]


def layered_energy(pos, L, layers, half_widths=(20, 40, 80, 160)):
    """Laterally infinite stack of layers, from direct sums."""
    sizes = [2 * h + 1 for h in half_widths]
    values = [direct_block(pos, L, (s, s, layers)) for s in sizes]
    return extrapolate(sizes, values, (1, 3, 5))


def yb_term(mz, L):
    return COULOMB * 2 * pi * mz**2 / (a * a * L)


def layer_coupling(pos, L, nmax=14):
    """Closed formula for the coupling to all image layers."""
    n = np.arange(-nmax, nmax + 1)
    gx, gy = [x.ravel() * 2 * pi / a for x in np.meshgrid(n, n)]
    g = np.hypot(gx, gy)
    gx, gy, g = gx[g > 0], gy[g > 0], g[g > 0]
    phase = np.exp(1j * (np.outer(gx, pos[:, 0]) + np.outer(gy, pos[:, 1])))
    up = (phase * np.exp(np.outer(g, pos[:, 2]))) @ charges
    down = (phase * np.exp(-np.outer(g, pos[:, 2]))) @ charges
    bose = np.exp(-g * L) / (1 - np.exp(-g * L))
    return COULOMB * 2 * pi / a**2 * np.sum((up * down.conj()).real * bose / g)


def face_fractions(half):
    """Solid-angle fractions of the face pairs of a block, from its centre."""
    diagonal = np.sqrt(np.sum(half**2))
    return np.array([2 / pi * np.arctan(np.prod(half) / (h**2 * diagonal))
                     for h in half])


assert abs(charges.sum()) < 1e-12
print(f"Coulomb constant e^2/(4 pi eps0) = {COULOMB:.5f} eV A")
print(f"lateral cell a = {a:.1f} A, slab thickness h = {thickness:.1f} A")
for q, p in zip(charges, positions):
    print(f"ion: q = {q:+.0f} e, x y z = {p[0]:.1f} {p[1]:.1f} {p[2]:.1f} A")
print("dipole Mx My Mz = %.2f %.2f %.2f e A" % tuple(dipole))

# The splitting parameter must not matter.
L_ref = 15.0
tf_ref = ewald_tinfoil(positions, L_ref)
assert abs(tf_ref - ewald_tinfoil(positions, L_ref, 0.45)) < 1e-9

# Shape term: finite crystals of fixed outer shape against solid angles.
print(f"Shape term at L = {L_ref:.0f} A (direct sums, extrapolated):")
for name, ratio, ns in (("cube", 3, (5, 9, 15, 21)),
                        ("flat block", 15, (5, 7, 9, 11))):
    values = [direct_block(positions, L_ref, (ratio * n, ratio * n, n))
              for n in ns]
    measured = extrapolate(ns, values, (2, 4, 6)) - tf_ref
    N = face_fractions(np.array([ratio * a, ratio * a, L_ref]))
    predicted = COULOMB * 2 * pi / (a * a * L_ref) * np.sum(N * dipole**2)
    assert abs(N.sum() - 1) < 1e-12
    # tolerance: remainder of the size extrapolation, effect is several eV
    assert abs(measured - predicted) < 1e-3
    print(f" {name}, width/height = {ratio * a / L_ref:.0f}: Nz = {N[2]:.4f}")
    print(f"  direct {measured:.4f} eV, formula {predicted:.4f} eV")
N_wide = face_fractions(np.array([100.0, 100.0, 1.0]))
print(f" width/height = 100: Nz = {N_wide[2]:.4f}")

# Slab order: laterally infinite stack of five layers.
L_stack = 9.0
stack = layered_energy(positions, L_stack, 5, (40, 80, 120, 160))
stack_formula = ewald_tinfoil(positions, L_stack) + yb_term(dipole[2], L_stack)
assert abs(stack - stack_formula) < 1e-6
print(f"Five-layer stack, L = {L_stack:.0f} A: direct {stack:.6f} eV")
print(f" tin-foil Ewald + 2 pi Mz^2/V = {stack_formula:.6f} eV")

# Single slab against Ewald energies for several cell heights.
E2D = layered_energy(positions, 1.0, 1)
print(f"Exact 2D energy E_2D = {E2D:.6f} eV")
residual = {}
for L in (6.0, 9.0, 12.0, 15.0, 30.0):
    tf = ewald_tinfoil(positions, L)
    correction = yb_term(dipole[2], L)
    residual[L] = tf + correction - E2D
    coupling = layer_coupling(positions, L)
    assert abs(residual[L] - coupling) < 1e-7
    print(f"L = {L:.0f} A, gap = {L - thickness:.0f} A: E_tf = {tf:.6f} eV,"
          f" 2 pi Mz^2/V = {correction:.6f} eV")
    shown = f"{residual[L]:.3e}" if abs(residual[L]) > 1e-7 else "below 1e-7"
    print(f"  E_tf - E_2D = {tf - E2D:.6f} eV, YB error = {shown} eV,"
          f" E_lc = {coupling:.3e} eV")

rate = np.log(residual[12.0] / residual[15.0]) / 3.0
assert abs(rate / (2 * pi / a) - 1) < 0.03   # higher harmonics still present
print(f"Decay rate of YB error, L = 12 to 15 A: {rate:.4f} 1/A")
print(f" smallest lateral wave number 2 pi/a = {2 * pi / a:.4f} 1/A")

# Force on the top ion by finite differences of both energies.
L_force, step, ion = 30.0, 0.01, 3
shift = np.zeros_like(positions)
shift[ion, 2] = step
force_2d = -(layered_energy(positions + shift, 1.0, 1)
             - layered_energy(positions - shift, 1.0, 1)) / (2 * step)
force_tf = -(ewald_tinfoil(positions + shift, L_force)
             - ewald_tinfoil(positions - shift, L_force)) / (2 * step)
force_yb = -COULOMB * 4 * pi * charges[ion] * dipole[2] / (a * a * L_force)
assert abs(force_2d - force_tf - force_yb) < 1e-6
print(f"z force on top ion, L = {L_force:.0f} A: 2D {force_2d:.5f} eV/A,"
      f" tin-foil {force_tf:.5f} eV/A")
print(f" correction -4 pi q Mz/V = {force_yb:.5f} eV/A")

# Wrapping one ion across the gap leaves E_tf alone but spoils Mz.
wrapped = positions.copy()
wrapped[ion, 2] -= L_ref
mz_wrapped = charges @ wrapped[:, 2]
assert abs(ewald_tinfoil(wrapped, L_ref) - tf_ref) < 1e-9
false_energy = tf_ref + yb_term(mz_wrapped, L_ref)
assert abs(false_energy - E2D) > 1.0
print(f"Top ion wrapped by -L, L = {L_ref:.0f} A: Mz = {mz_wrapped:.2f} e A,"
      f" false correction = {yb_term(mz_wrapped, L_ref):.4f} eV")

print("checks complete")
```

It prints:

```
Coulomb constant e^2/(4 pi eps0) = 14.39965 eV A
lateral cell a = 5.0 A, slab thickness h = 4.0 A
ion: q = -1 e, x y z = 0.0 0.0 0.0 A
ion: q = +1 e, x y z = 2.5 2.0 1.5 A
ion: q = -1 e, x y z = 0.5 1.0 2.5 A
ion: q = +1 e, x y z = 3.0 2.5 4.0 A
dipole Mx My Mz = 5.00 3.50 3.00 e A
Shape term at L = 15 A (direct sums, extrapolated):
 cube, width/height = 1: Nz = 0.3333
  direct 3.7196 eV, formula 3.7196 eV
 flat block, width/height = 5: Nz = 0.8229
  direct 2.5828 eV, formula 2.5828 eV
 width/height = 100: Nz = 0.9910
Five-layer stack, L = 9 A: direct -7.629690 eV
 tin-foil Ewald + 2 pi Mz^2/V = -7.629690 eV
Exact 2D energy E_2D = -7.654948 eV
L = 6 A, gap = 2 A: E_tf = -12.130690 eV, 2 pi Mz^2/V = 5.428538 eV
  E_tf - E_2D = -4.475742 eV, YB error = 9.528e-01 eV, E_lc = 9.528e-01 eV
L = 9 A, gap = 5 A: E_tf = -11.248716 eV, 2 pi Mz^2/V = 3.619026 eV
  E_tf - E_2D = -3.593767 eV, YB error = 2.526e-02 eV, E_lc = 2.526e-02 eV
L = 12 A, gap = 8 A: E_tf = -10.368620 eV, 2 pi Mz^2/V = 2.714269 eV
  E_tf - E_2D = -2.713671 eV, YB error = 5.980e-04 eV, E_lc = 5.980e-04 eV
L = 15 A, gap = 11 A: E_tf = -9.826350 eV, 2 pi Mz^2/V = 2.171415 eV
  E_tf - E_2D = -2.171402 eV, YB error = 1.386e-05 eV, E_lc = 1.386e-05 eV
L = 30 A, gap = 26 A: E_tf = -8.740656 eV, 2 pi Mz^2/V = 1.085708 eV
  E_tf - E_2D = -1.085708 eV, YB error = below 1e-7 eV, E_lc = 9.040e-14 eV
Decay rate of YB error, L = 12 to 15 A: 1.2548 1/A
 smallest lateral wave number 2 pi/a = 1.2566 1/A
z force on top ion, L = 30 A: 2D -1.86491 eV/A, tin-foil -1.14111 eV/A
 correction -4 pi q Mz/V = -0.72381 eV/A
Top ion wrapped by -L, L = 15 A: Mz = -12.00 e A, false correction = 34.7426 eV
checks complete
```
